# Electrostriction above the Curie point: constant in polarization, divergent in field, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the energy to the two laws

### The situation

A plate is cut from a crystal that is ferroelectric when cold, and it is held at a temperature at which it is still paraelectric. Both faces carry electrodes. A voltage makes the plate slightly thicker, and reversing the voltage makes it thicker by the same amount. The strain is therefore even in the field, and at small fields it is proportional to the field squared. This is electrostriction.

The same data can be reported in two ways. One may divide the strain \(x\) by the square of the field \(E\), or by the square of the polarization \(P\) which that field produces:

\[
M=\frac{x}{E^2},\qquad Q=\frac{x}{P^2}.
\]

In the model treated here, heating the crystal from 30 K to 120 K above a certain temperature \(T_0\) reduces \(M\) by a factor of sixteen and leaves \(Q\) unchanged. Both numbers describe the same deformation of the same plate. We want to know why one of them carries a strong temperature dependence and the other carries none, and under what conditions this holds.

### Conventions

The algebra is in atomic units, with \(4\pi\varepsilon_0=1\). The displacement is \(D=E/(4\pi)+P\). If \(P=\eta E\) at small field, then \(D=(1+4\pi\eta)E/(4\pi)\), so the relative permittivity is

\[
\varepsilon_r=1+4\pi\eta .
\]

The field \(E\) is the field inside the crystal. The polarization and the field lie along one cubic axis, the normal of the plate. The strain \(x\) is the relative change of length along that axis, measured from the unpolarized, stress-free crystal at the same temperature. Ordinary thermal expansion is thus not part of \(x\). The stress \(\sigma\) along the axis is positive when it is tensile. All energies are per unit volume of the reference crystal.

### Which coupling symmetry allows

The paraelectric crystal is taken to have full cubic symmetry (point group \(m\bar3m\), as in cubic barium titanate), which includes a centre of inversion and fourfold axes. Inversion reverses \(P\) but leaves every strain as it was, because a strain compares lengths and angles and these do not change when all positions are reversed. The energy must be the same before and after. A term \(xP\) would change sign and is forbidden. The lowest coupling between strain and polarization is therefore \(xP^2\).

Terms such as \(x^2P^2\) and \(xP^4\) are also allowed. They are dropped here, which is an assumption of small strain and moderate polarization. If they were kept, the ratio \(x/P^2\) would itself depend on \(P\) at large polarization.

### Reducing three strains to one

A crystal that stretches along one axis also changes its width. Let \(u\) be the strain along each of the two lateral axes. The two are equal because the fourfold axis along \(P\) makes the lateral directions equivalent. In the cubic group \(m\bar3\), which lacks this axis, the two lateral coupling constants may differ; the results for \(x\) below then hold with their mean in place of \(q_{12}\). The elastic energy of a cubic crystal with stiffnesses \(c_{11}\) and \(c_{12}\) is

\[
\tfrac12c_{11}(2u^2+x^2)+c_{12}(u^2+2ux)
=(c_{11}+c_{12})u^2+2c_{12}ux+\tfrac12c_{11}x^2 .
\]

The coupling has one constant for the strain along \(P\) and another for the strains across it:

\[
-\left(q_{11}x+2q_{12}u\right)P^2 .
\]

The factor 2 counts the two lateral axes. The minus sign is a convention, chosen so that a positive \(q_{11}\) favours elongation along \(P\).

No lateral force acts on the plate, so \(u\) takes the value that minimizes the energy. Differentiating the sum of the two expressions gives

\[
2(c_{11}+c_{12})u+2c_{12}x-2q_{12}P^2=0,
\]

\[
u=\frac{q_{12}P^2-c_{12}x}{c_{11}+c_{12}} .
\]

The terms containing \(u\) have the form \(Ku^2-2Lu\), with \(K=c_{11}+c_{12}\) and \(L=q_{12}P^2-c_{12}x\). Their minimum lies at \(u=L/K\) and has the value \(-L^2/K\). Written out, this is

\[
-\frac{L^2}{K}=-\frac{c_{12}^2x^2}{c_{11}+c_{12}}
+\frac{2c_{12}q_{12}\,xP^2}{c_{11}+c_{12}}
-\frac{q_{12}^2P^4}{c_{11}+c_{12}} .
\]

The first term joins \(\tfrac12c_{11}x^2\), and the second joins \(-q_{11}xP^2\). The result is \(\tfrac12Yx^2-qxP^2\) with

\[
Y=c_{11}-\frac{2c_{12}^2}{c_{11}+c_{12}},\qquad
q=q_{11}-\frac{2c_{12}q_{12}}{c_{11}+c_{12}} .
\]

Here \(Y\) is Young's modulus along the cubic axis: the stiffness against stretching when the sides are free. The third term is proportional to \(P^4\) and merely changes the coefficient of \(P^4\) that the energy contains anyway.

### The energy of the model

The purely polar part of the energy is expanded in even powers of \(P\), again because of inversion. Together with the reduced elastic part, this gives

\[
F(P,x)=\tfrac12a(T-T_0)P^2+\tfrac14b_xP^4+\tfrac16cP^6
+\tfrac12Yx^2-qxP^2 .
\]

The coefficient \(b_x\) includes the lateral contribution just found; its subscript says that it applies at fixed \(x\). The constants \(a\), \(c\) and \(Y\) are positive. The temperature enters through the coefficient of \(P^2\) alone, and this coefficient vanishes linearly at \(T_0\). That is the mean-field assumption of the model. It says that the restoring force against a uniform polarization weakens on cooling, while the elastic stiffness \(Y\) and the coupling \(q\) do not change. Symmetry does not require the last part; it is an assumption about the material.

An external source holds the field and the stress at given values. When the polarization grows by \(dP\) and the strain by \(dx\), the source does the work \(E\,dP+\sigma\,dx\) per unit volume. Equilibrium at fixed \(E\), \(\sigma\) and \(T\) is therefore a minimum of

\[
\Phi=F(P,x)-EP-\sigma x
\]

with respect to both \(P\) and \(x\).

### The strain at given polarization

The condition \(\partial\Phi/\partial x=0\) reads

\[
Yx-qP^2-\sigma=0 .
\]

Dividing by \(Y\) gives

\[
x=\frac{\sigma}{Y}+QP^2,\qquad Q=\frac qY .
\]

The first term is Hooke's law. The second is electrostriction in terms of polarization. In this equation the polarization pulls on the lattice with an effective stress \(qP^2\), and the lattice yields with its ordinary elastic stiffness. The small quantity \(a(T-T_0)\) does not occur. Since \(q\) and \(Y\) are constants of the model, \(Q\) is constant too, at every field and every temperature to which the model applies.

The lateral strain behaves in the same way. With \(\sigma=0\) and \(x=QP^2\), the formula for \(u\) becomes

\[
u=\frac{q_{12}-c_{12}Q}{c_{11}+c_{12}}\,P^2 ,
\]

which is again a constant times \(P^2\). Whatever follows for the temperature dependence of \(x\) at given field holds for \(u\) as well.

### The polarization at given field

The condition \(\partial\Phi/\partial P=0\) reads

\[
a(T-T_0)P+b_xP^3+cP^5-2qxP=E .
\]

The strain found above is now inserted. The last term on the left becomes

\[
-2qxP=-2q\left(\frac{\sigma}{Y}+\frac qYP^2\right)P
=-2Q\sigma P-\frac{2q^2}{Y}P^3 .
\]

Collecting equal powers of \(P\) gives

\[
E=\left[a(T-T_0)-2Q\sigma\right]P+bP^3+cP^5,\qquad
b=b_x-\frac{2q^2}{Y} .
\]

A crystal that is free to deform thus has a smaller cubic coefficient than one whose length is held fixed. The reason is that the strain relaxes in response to \(P^2\) and thereby lowers the cost of further polarization. At zero stress the linear coefficient is not affected, because the strain produced by the polarization is itself quadratic in \(P\).

### The field-squared coefficient

Let \(\sigma=0\) and let the field be small. For \(T>T_0\) the linear term dominates, and

\[
P=\eta E,\qquad \eta=\frac{1}{a(T-T_0)} .
\]

This is the Curie-Weiss law. In terms of the permittivity it reads

\[
\varepsilon_r-1=4\pi\eta=\frac{C}{T-T_0},\qquad C=\frac{4\pi}{a},
\]

where \(C\) is the Curie constant. Inserting \(P=\eta E\) into \(x=QP^2\) gives \(x=Q\eta^2E^2\), so that

\[
M=Q\eta^2=\frac{Q}{a^2(T-T_0)^2} .
\]

This is the result sought. The strain contains two factors of polarization, and each of them contributes one factor \((T-T_0)^{-1}\) when it is expressed through the field. The whole temperature dependence of \(M\) belongs to the dielectric response. On approach to \(T_0\) the lattice does not become more willing to deform under a given polarization; a given field produces more polarization.

The relation \(M=Q\eta^2\) is more general than the power \(-2\). It needs a strain equal to \(QP^2\) and a linear dielectric response at small field. If the susceptibility followed another law, say \(\eta\propto(T-T_0)^{-\gamma}\), then with constant \(Q\) the coefficient would follow \(M\propto(T-T_0)^{-2\gamma}\). The power \(-2\) is the mean-field case \(\gamma=1\). For other values of \(\gamma\), a constant \(Q\) is a separate assumption. If a stress did no more than shift \(T_0\) at a constant rate, the stress relation derived in the next section would give \(M\propto(T-T_0)^{-(\gamma+1)}\), and \(Q=M/\eta^2\) would vary as \((T-T_0)^{\gamma-1}\). The two powers agree only for \(\gamma=1\).

### A second road through the stress dependence

The same result can be reached without looking at the strain in a field at all. Let \(\Phi\) now stand for its minimum value, regarded as a function of \(E\), \(\sigma\) and \(T\). When \(E\) or \(\sigma\) changes a little, \(P\) and \(x\) readjust, but to first order this readjustment does not change \(\Phi\), because \(\Phi\) is stationary in both. What remains is the explicit dependence:

\[
\frac{\partial\Phi}{\partial E}=-P,\qquad
\frac{\partial\Phi}{\partial\sigma}=-x .
\]

The mixed second derivative of \(\Phi\) does not depend on the order of differentiation. Hence

\[
\left(\frac{\partial x}{\partial E}\right)_{\sigma}
=\left(\frac{\partial P}{\partial\sigma}\right)_{E} .
\]

At zero stress and small field \(x=ME^2\), and the left side is \(2ME\). On the right side \(P=\eta(\sigma)E\), which gives \(E\,d\eta/d\sigma\). Dividing by \(2E\) yields

\[
M=\frac12\left.\frac{d\eta}{d\sigma}\right|_{\sigma=0} .
\]

Electrostriction therefore measures how strongly a stress changes the susceptibility. From the relation between \(E\) and \(P\) under stress,

\[
\eta(\sigma)=\frac{1}{a(T-T_0)-2Q\sigma}
=\frac{1}{a\left[T-T_0(\sigma)\right]},\qquad
T_0(\sigma)=T_0+\frac{2Q\sigma}{a} .
\]

A stress shifts the temperature at which the susceptibility would diverge. For \(Q>0\) and polarization along the stressed axis, tension raises it and compression lowers it. Differentiation gives

\[
\frac{d\eta}{d\sigma}
=\frac{2Q}{\left[a(T-T_0)-2Q\sigma\right]^2}
\;\longrightarrow\;2Q\eta^2\quad(\sigma\to0),
\]

and half of this is \(Q\eta^2\), as before. In this view the power \(-2\) arises because \(\eta\) has a simple pole at \(T_0\), the stress moves the pole at a constant rate, and the derivative of a simple pole with respect to its position is a double pole.

## Second half: finite fields, limits and a worked case

### Symbols and results carried over

The strain \(x\), the polarization \(P\) and the internal field \(E\) lie along one cubic axis; \(\sigma\) is the tensile stress and \(Y\) Young's modulus. The first half gave

\[
x=\frac{\sigma}{Y}+QP^2,\qquad
E=\left[a(T-T_0)-2Q\sigma\right]P+bP^3+cP^5 ,
\]

with constant \(Q\), \(a=4\pi/C\) and Curie constant \(C\). At zero stress and small field, \(\eta=P/E=1/[a(T-T_0)]\) and \(M=x/E^2=Q\eta^2\). From here on \(\sigma=0\) unless a stress is mentioned.

### The first correction in the field

The cubic term in the relation between \(E\) and \(P\) limits the quadratic law. Multiplying that relation by \(\eta\) and solving for the linear term gives

\[
P=\eta E-\eta bP^3-\eta cP^5 .
\]

To lowest order \(P=\eta E\). Using this on the right side gives the next order, with an error of order \(E^5\):

\[
P=\eta E\left(1-b\eta^3E^2\right).
\]

Squaring the bracket and keeping terms up to \(E^2\) inside it,

\[
x=Q\eta^2E^2\left(1-2b\eta^3E^2\right).
\]

For \(b>0\) the dielectric response saturates, and the strain falls below the leading law. For \(b<0\) the polarization at first grows faster than the field, and the strain exceeds the leading law. The ratio \(x/P^2\) remains \(Q\) in both cases.

At fixed field the relative correction grows as \(\eta^3\), that is, as \((T-T_0)^{-3}\). It is small if

\[
a(T-T_0)\gg\left(2|b|E^2\right)^{1/3} .
\]

The law \(M\propto(T-T_0)^{-2}\) thus belongs to the limit of small field, and the field must be made smaller as \(T_0\) is approached. The strain itself does not diverge. For \(b>0\) and \(T=T_0\), for example, the linear term is absent, the leading balance is \(E=bP^3\), and \(x=Q(E/b)^{2/3}\) is finite.

In the model \(Q\) is constant, while at zero stress and small field \(M=Q\eta^2\) varies as \((T-T_0)^{-2}\), with a field correction that grows towards \(T_0\). What remains is to find how close to \(T_0\) the paraelectric phase reaches, to work through a numerical case, and to examine how the law is read from data and what the model leaves out.
